**Optimal finite-difference steps for a noisy energy**

For energies with errors of at most $\eta$ and derivative magnitudes $M_n=|E^{(n)}(R)|$, the leading-order worst-case error is smallest at $h=2(\eta/M_2)^{1/2}$ for the forward difference, $(3\eta/M_3)^{1/3}$ for the central difference and $(48\eta/M_4)^{1/4}$ for the second difference. The program asserts these steps and their least errors against a numerical minimisation that uses 50-digit energies and every sign choice of the noise. It also asserts the fitted exponents, the changed forward exponent at an inflection point and the growth of the error for steps ten times too small or too large. A separate group of assertions uses energies rounded to eight decimals or held in double precision, and compares root-mean-square errors over 40,000 geometries with the prediction for independent uniform rounding errors. For the model diatomic with eight-decimal energies, the output shows optimal steps of $3.10\times10^{-4}$, $2.72\times10^{-3}$ and $1.91\times10^{-2}$ bohr. It also shows that the square root of machine precision, used as a step in bohr on the same data, gives an error larger than the slope itself.

## Numerical verification

```python
"""Optimal finite-difference steps for an energy with bounded noise.

Result under test: if computed energies carry errors of size at most eta and
M_n = |d^n E/dR^n|, the worst-case error is smallest at
  forward first difference : h = 2 (eta/M_2)^(1/2), error 2 (eta M_2)^(1/2)
  central first difference : h = (3 eta/M_3)^(1/3), error 1.5 eta/h
  second difference        : h = (48 eta/M_4)^(1/4), error 2 (eta M_4/3)^(1/2)
Model: E(R) = offset + 0.2 (1 - exp(-(R - 1.8)))^2, hartree and bohr.
sigma = eta/sqrt(3) is the standard deviation of a uniform rounding error.
"""
import itertools
import math
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

mp.mp.dps = 50
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
OFFSET = -100.0
R0 = 2.0
NAMES = ("forward", "central", "second")

# name: (points in units of h, weights, power of h, derivative order)
STENCIL = {
    "forward": ((0, 1), (-1, 1), 1, 1),
    "central": ((-1, 1), (-0.5, 0.5), 1, 1),
    "second": ((-1, 0, 1), (1, -2, 1), 2, 2),
}

R_sym = sp.symbols("R", real=True)
E_sym = -100 + sp.Rational(1, 5) * (1 - sp.exp(sp.Rational(9, 5) - R_sym))**2
E_mp = sp.lambdify(R_sym, E_sym, "mpmath")
D_mp = {n: sp.lambdify(R_sym, sp.diff(E_sym, R_sym, n), "mpmath")
        for n in range(1, 5)}
D_np = {n: sp.lambdify(R_sym, sp.diff(E_sym, R_sym, n), "numpy")
        for n in range(1, 5)}
M = {n: abs(float(D_mp[n](mp.mpf(2)))) for n in range(1, 5)}


def best_step(name, eta):
    if name == "forward":
        return 2 * math.sqrt(eta / M[2])
    if name == "central":
        return (3 * eta / M[3])**(1 / 3)
    return (48 * eta / M[4])**0.25


def best_error(name, eta):
    if name == "forward":
        return 2 * math.sqrt(eta * M[2])
    if name == "central":
        return 1.5 * eta**(2 / 3) * (M[3] / 3)**(1 / 3)
    return 2 * math.sqrt(eta * M[4] / 3)


def error_bound(name, h, eta, m2, m3, m4):
    if name == "forward":
        return h * m2 / 2 + 2 * eta / h
    if name == "central":
        return h**2 * m3 / 6 + eta / h
    return h**2 * m4 / 12 + 4 * eta / h**2


def rms_step(name, eta):
    sigma = eta / math.sqrt(3)
    if name == "forward":
        return math.sqrt(math.sqrt(8) * sigma / M[2])
    if name == "central":
        return (3 * sigma / M[3])**(1 / 3)
    return (math.sqrt(864) * sigma / M[4])**0.25


def rms_error(name, h, eta):
    sigma = eta / math.sqrt(3)
    if name == "forward":
        return math.hypot(h * M[2] / 2, math.sqrt(2) * sigma / h)
    if name == "central":
        return math.hypot(h**2 * M[3] / 6, sigma / (math.sqrt(2) * h))
    return math.hypot(h**2 * M[4] / 12, math.sqrt(6) * sigma / h**2)


def worst_error(name, R, h, eta):
    """Largest error over all sign choices of noise +-eta, 50 digits."""
    points, weights, power, order = STENCIL[name]
    R, h, eta = mp.mpf(R), mp.mpf(h), mp.mpf(eta)
    energies = [E_mp(R + p * h) for p in points]
    exact = D_mp[order](R)
    worst = mp.mpf(0)
    for signs in itertools.product((-1, 1), repeat=len(points)):
        total = sum(w * (e + s * eta)
                    for w, e, s in zip(weights, energies, signs))
        worst = max(worst, abs(total / h**power - exact))
    return worst


def numerical_optimum(name, R, eta):
    found = minimize_scalar(
        lambda t: float(mp.log(worst_error(name, R, mp.exp(t), eta))),
        bounds=(math.log(1e-9), math.log(0.1)), method="bounded",
        options={"xatol": 1e-7})
    return math.exp(found.x), math.exp(found.fun)


def computed_energy(R, offset, decimals):
    """Double-precision energy, rounded to printed decimals if requested."""
    energy = offset + 0.2 * (1 - np.exp(-(R - 1.8)))**2
    return energy if decimals is None else np.round(energy, decimals)


def quotient(name, R, h, offset=OFFSET, decimals=8):
    e0 = computed_energy(R, offset, decimals)
    ep = computed_energy(R + h, offset, decimals)
    if name == "forward":
        return (ep - e0) / h
    em = computed_energy(R - h, offset, decimals)
    if name == "central":
        return (ep - em) / (2 * h)
    return ((ep - e0) + (em - e0)) / h**2


rng = np.random.default_rng(7)
HALF_WINDOW = 0.02
R_samples = R0 + rng.uniform(-HALF_WINDOW, HALF_WINDOW, 40000)
exact_samples = {n: D_np[n](R_samples) for n in (1, 2)}


def sample_errors(name, h, offset=OFFSET, decimals=8):
    order = STENCIL[name][3]
    return quotient(name, R_samples, h, offset, decimals) - exact_samples[order]


def rms(values):
    return float(np.sqrt(np.mean(values**2)))


def measured_rms_step(name, eta, offset, decimals):
    grid = best_step(name, eta) * np.geomspace(0.2, 4, 25)
    errors = [rms(sample_errors(name, h, offset, decimals)) for h in grid]
    return float(grid[int(np.argmin(errors))])


eta8 = 0.5e-8
E0 = float(E_mp(mp.mpf(2)))
eps8 = eta8 / abs(E0)
print(f"Energy at R = {R0:.1f} bohr: {E0:.8f} hartree")
for n in range(1, 5):
    print(f"Derivative {n}: {float(D_mp[n](mp.mpf(2))):.6f} hartree/bohr^{n}")
print(f"Noise bound eta, 8 decimals: {eta8:.1e} hartree")
print(f"Relative noise epsilon: {eps8:.3e} (no unit)")
for n in (2, 3, 4):
    print(f"Length L_{n}: {(abs(E0) / M[n])**(1 / n):.3f} bohr")

# Worst-case optimum found numerically against the closed formulas.
for name in NAMES:
    h_num, err_num = numerical_optimum(name, 2, eta8)
    h_formula, err_formula = best_step(name, eta8), best_error(name, eta8)
    assert abs(h_num / h_formula - 1) < 2e-3
    assert abs(err_num / err_formula - 1) < 2e-3
    unit = "hartree/bohr^2" if name == "second" else "hartree/bohr"
    print(f"{name}: best h formula {h_formula:.4e}, search {h_num:.4e} bohr")
    print(f"{name}: best h {h_formula * BOHR_IN_ANGSTROM:.3e} angstrom")
    print(f"{name}: least bound {err_formula:.3e}, search {err_num:.3e} {unit}")

# Exponents from numerical minima over eight decades of noise.
etas = [1e-8, 1e-10, 1e-12, 1e-14, 1e-16]
expected = {"forward": (1 / 2, 1 / 2), "central": (1 / 3, 2 / 3),
            "second": (1 / 4, 1 / 2)}
for name in NAMES:
    optima = np.array([numerical_optimum(name, 2, eta) for eta in etas])
    step_power = np.polyfit(np.log(etas), np.log(optima[:, 0]), 1)[0]
    error_power = np.polyfit(np.log(etas), np.log(optima[:, 1]), 1)[0]
    assert abs(step_power - expected[name][0]) < 2e-3
    assert abs(error_power - expected[name][1]) < 2e-3
    print(f"{name}: fitted powers, step {step_power:.4f}, "
          f"error {error_power:.4f}")

# Where the second derivative vanishes the forward exponent changes.
R_inflection = mp.mpf(9) / 5 + mp.log(2)
assert abs(D_mp[2](R_inflection)) < mp.mpf(10)**(-45)
M3_inflection = abs(float(D_mp[3](R_inflection)))
steps = [numerical_optimum("forward", R_inflection, eta)[0]
         for eta in etas[1:]]
inflection_power = np.polyfit(np.log(etas[1:]), np.log(steps), 1)[0]
assert abs(inflection_power - 1 / 3) < 3e-3
assert abs(steps[1] / (6 * etas[2] / M3_inflection)**(1 / 3) - 1) < 5e-3
print(f"Inflection point: {float(R_inflection):.4f} bohr, "
      f"forward step power {inflection_power:.4f}")

# Growth of the worst-case error for a step wrong by a factor k.
growth = {"forward": lambda k: (k + 1 / k) / 2,
          "central": lambda k: (k**2 + 2 / k) / 3,
          "second": lambda k: (k**2 + 1 / k**2) / 2}
for name in NAMES:
    h = best_step(name, eta8)
    base = worst_error(name, 2, h, eta8)
    ratios = [float(worst_error(name, 2, k * h, eta8) / base)
              for k in (0.1, 10)]
    for k, ratio in zip((0.1, 10), ratios):
        assert abs(ratio / growth[name](k) - 1) < 0.02
    print(f"{name}: bound grows by {ratios[0]:.2f} at h/10, "
          f"{ratios[1]:.2f} at 10h")

# Energies really rounded to eight decimals, many geometries.
print("Measured rms errors, 8 decimals, at h/10, h, 10h (atomic units):")
for name in NAMES:
    h = best_step(name, eta8)
    measured = []
    for k in (0.1, 1, 10):
        measured.append(rms(sample_errors(name, k * h)))
        assert abs(measured[-1] / rms_error(name, k * h, eta8) - 1) < 0.10
    largest = float(np.max(np.abs(sample_errors(name, h))))
    # On this interval the derivative magnitudes are largest at the left end.
    left = R0 - HALF_WINDOW - h
    sup = [abs(float(D_np[n](left))) for n in (2, 3, 4)]
    assert largest <= error_bound(name, h, eta8, *sup) * (1 + 1e-4)
    print(f"  {name}: {measured[0]:.2e}, {measured[1]:.2e}, "
          f"{measured[2]:.2e}; largest at h {largest:.2e}")
    h_rms = rms_step(name, eta8)
    h_seen = measured_rms_step(name, eta8, OFFSET, 8)
    assert abs(h_seen / h_rms - 1) < 0.25  # flat minimum, finite grid
    print(f"  {name}: rms-best h formula {h_rms:.2e}, seen {h_seen:.2e} bohr")

# Difference quotients formed from a few printed energies.
for R in (1.98, 1.997, 2.0, 2.0003, 2.003, 2.02):
    print(f"Printed energy at {R:.4f} bohr: "
          f"{computed_energy(R, OFFSET, 8):.8f} hartree")
for name, h in zip(NAMES, (0.0003, 0.003, 0.02)):
    value = float(quotient(name, R0, h))
    error = value - float(D_mp[STENCIL[name][3]](mp.mpf(2)))
    bound = error_bound(name, h, eta8, M[2], M[3], M[4])
    assert abs(error) <= 1.01 * bound
    print(f"{name}, h = {h} bohr: {value:.7f}, error {error:.2e}, "
          f"bound {bound:.2e} a.u.")

# Machine-precision step applied to eight-decimal energies.
h_machine = math.sqrt(np.finfo(float).eps)
bad = rms(sample_errors("forward", h_machine))
good = rms(sample_errors("forward", best_step("forward", eta8)))
assert bad > 1000 * good
print(f"Square root of machine precision as h: {h_machine:.2e} bohr, "
      f"rms error {bad:.2e} hartree/bohr")

# Full double precision: a constant offset alters noise and best step.
for offset in (-100.0, -10000.0):
    eta = float(np.spacing(abs(offset + 0.01))) / 2
    seen = []
    for name in NAMES:
        h_rms = rms_step(name, eta)
        actual = rms(sample_errors(name, h_rms, offset, None))
        assert abs(actual / rms_error(name, h_rms, eta) - 1) < 0.10
        seen.append(measured_rms_step(name, eta, offset, None))
        assert abs(seen[-1] / h_rms - 1) < 0.25
    print(f"Double precision, offset {offset:.0f} hartree: "
          f"eta {eta:.2e} hartree")
    print("  rms-best h seen (forward, central, second): "
          + ", ".join(f"{h:.2e}" for h in seen) + " bohr")

print("success")
```

It prints:

```
Energy at R = 2.0 bohr: -99.99342829 hartree
Derivative 1: 0.059364 hartree/bohr^1
Derivative 2: 0.208764 hartree/bohr^2
Derivative 3: -0.745020 hartree/bohr^3
Derivative 4: 1.817532 hartree/bohr^4
Noise bound eta, 8 decimals: 5.0e-09 hartree
Relative noise epsilon: 5.000e-11 (no unit)
Length L_2: 21.886 bohr
Length L_3: 5.120 bohr
Length L_4: 2.723 bohr
forward: best h formula 3.0952e-04, search 3.0963e-04 bohr
forward: best h 1.638e-04 angstrom
forward: least bound 6.462e-05, search 6.460e-05 hartree/bohr
central: best h formula 2.7205e-03, search 2.7204e-03 bohr
central: best h 1.440e-03 angstrom
central: least bound 2.757e-06, search 2.757e-06 hartree/bohr
second: best h formula 1.9063e-02, search 1.9062e-02 bohr
second: best h 1.009e-02 angstrom
second: least bound 1.101e-04, search 1.101e-04 hartree/bohr^2
forward: fitted powers, step 0.5000, error 0.5000
central: fitted powers, step 0.3333, error 0.6667
second: fitted powers, step 0.2500, error 0.5000
Inflection point: 2.4931 bohr, forward step power 0.3334
forward: bound grows by 5.05 at h/10, 5.03 at 10h
central: bound grows by 6.67 at h/10, 33.41 at 10h
second: bound grows by 50.00 at h/10, 50.28 at 10h
Measured rms errors, 8 decimals, at h/10, h, 10h (atomic units):
  forward: 1.32e-04, 3.49e-05, 3.22e-04; largest at h 6.65e-05
  forward: rms-best h formula 1.98e-04, seen 1.90e-04 bohr
  central: 7.53e-06, 1.19e-06, 9.20e-05; largest at h 2.78e-06
  central: rms-best h formula 2.27e-03, seen 2.43e-03 bohr
  second: 1.95e-03, 5.86e-05, 5.54e-03; largest at h 1.10e-04
  second: rms-best h formula 1.47e-02, seen 1.50e-02 bohr
Printed energy at 1.9800 bohr: -99.99457282 hartree
Printed energy at 1.9970 bohr: -99.99360544 hartree
Printed energy at 2.0000 bohr: -99.99342829 hartree
Printed energy at 2.0003 bohr: -99.99341047 hartree
Printed energy at 2.0030 bohr: -99.99324926 hartree
Printed energy at 2.0200 bohr: -99.99220023 hartree
forward, h = 0.0003 bohr: 0.0594000, error 3.57e-05, bound 6.46e-05 a.u.
central, h = 0.003 bohr: 0.0593633, error -9.49e-07, bound 2.78e-06 a.u.
second, h = 0.02 bohr: 0.2088250, error 6.13e-05, bound 1.11e-04 a.u.
Square root of machine precision as h: 1.49e-08 bohr, rms error 1.92e-01 hartree/bohr
Double precision, offset -100 hartree: eta 7.11e-15 hartree
  rms-best h seen (forward, central, second): 2.27e-07, 2.74e-05, 5.20e-04 bohr
Double precision, offset -10000 hartree: eta 9.09e-13 hartree
  rms-best h seen (forward, central, second): 2.57e-06, 1.22e-04, 1.75e-03 bohr
success
```
